# The minimum of Paschen's breakdown curve, with an argon example

## Problem

A gas at pressure $p$ fills the gap $d$ between two wide parallel metal plates. A steady voltage $V$ is applied, and a few stray electrons leave the cathode. Assume the following.

- Until breakdown the space charge is negligible, so the field is uniform, $E=V/d$. There is no magnetic field, no electron attachment and no loss to the sides.
- An electron drifting towards the anode makes on average $\alpha$ ionisations per unit length, where
$$\frac{\alpha}{p}=A\,e^{-Bp/E}. \tag{1}$$
The constants $A$ and $B$ belong to the gas at a fixed temperature and are fitted over a limited range of $E/p$.
- Each ion that reaches the cathode releases on average $\gamma$ new electrons, with $\gamma$ constant. All ions made in the gap reach the cathode.

Throughout, $e$ is Euler's number, not the elementary charge.

**(a)** Find the condition on $\alpha d$ for the discharge to sustain itself.

**(b)** Find the breakdown voltage as a function of $pd$, and the range of $pd$ in which it exists.

**(c)** Minimise this voltage. Show that the optimal product is $pd=e\ln(1+1/\gamma)/A$, and find the minimum voltage and the value of $E/p$ there. Explain why a minimum exists.

**(d)** An argon gap for diode sputtering has $d=5$ cm. Take the rough typical values $A=12\ \mathrm{(cm\,Torr)^{-1}}$, $B=180\ \mathrm{V/(cm\,Torr)}$ and $\gamma=0.07$. Find the best pressure and the minimum voltage. What does it cost to miss the best pressure by a factor of two either way?

**(e)** Estimate how far the neglected effects move the answer.

## Solution

### (a) The self-sustaining condition

Let $n(x)$ be the number of electrons at distance $x$ from the cathode that descend from one starting electron. Each electron makes $\alpha\,dx$ new ones in the length $dx$, so
$$\frac{dn}{dx}=\alpha n,\qquad n(0)=1\quad\Rightarrow\quad n(d)=e^{\alpha d}.$$
One of these electrons is the starter. Every other one was born together with an ion, so $e^{\alpha d}-1$ ions return to the cathode. They release
$$g=\gamma\left(e^{\alpha d}-1\right)$$
new electrons, the next generation.

For $g<1$ the generations die out. The total number of electrons reaching the anode per original electron is then a geometric series,
$$e^{\alpha d}(1+g+g^2+\dots)=\frac{e^{\alpha d}}{1-g}.$$
The current is amplified but stops when the supply of stray electrons stops. At $g=1$ each generation replaces itself on average. Above that the average current grows from one generation to the next until space charge changes the field, although the chain begun by a single electron may still die out by chance. Breakdown is therefore set by $g=1$:
$$e^{\alpha d}=1+\frac1\gamma\quad\Rightarrow\quad \alpha d=L,\qquad L\equiv\ln\left(1+\frac1\gamma\right). \tag{2}$$

### (b) The breakdown curve

In a uniform field $p/E=pd/V$. Multiplying (1) by $pd$ gives $\alpha d$, and (2) becomes
$$A\,pd\;e^{-B\,pd/V}=L.$$
Divide by $A\,pd$, take the logarithm and change the sign:
$$\frac{B\,pd}{V}=\ln\frac{A\,pd}{L}
\quad\Rightarrow\quad
V=\frac{B\,pd}{\ln(A\,pd/L)}. \tag{3}$$
Pressure and gap enter through their product alone, so it does not matter which of the two is varied.

The left side of the first equation in (3) is positive for a finite positive voltage, so the logarithm must be positive too:
$$pd>\frac{L}{A}.$$
The reason is that the exponential in (1) is below one, so $\alpha d<A\,pd$ however strong the field. If $A\,pd\le L$, the avalanche cannot reach the size that (2) demands. This limit belongs to the model: as $pd$ falls towards $L/A$, $E/p$ grows without bound and leaves the range in which (1) was fitted.

At large $pd$ the logarithm varies slowly, and $V$ rises somewhat less than in proportion to $pd$.

### (c) The minimum

Define $u=\ln(A\,pd/L)$, which is positive in the allowed range. Then $pd=(L/A)e^{u}$, and (3) reads
$$V=\frac{BL}{A}\,\frac{e^{u}}{u}.$$
The quotient rule gives
$$\frac{d}{du}\frac{e^u}{u}=\frac{u\,e^u-e^u}{u^2}=\frac{e^u(u-1)}{u^2}.$$
This is negative for $0<u<1$ and positive for $u>1$. The voltage falls up to $u=1$ and rises afterwards, so $u=1$ is the single minimum and it is global. Since $u$ increases steadily with $pd$, the same holds along the $pd$ axis. Setting $u=1$ means $A\,pd/L=e$, or
$$\boxed{(pd)_{\min}=\frac{e}{A}\ln\left(1+\frac1\gamma\right)},\qquad
V_{\min}=\frac{eBL}{A}. \tag{4}$$
Dividing the two results gives
$$\left(\frac Ep\right)_{\min}=\frac{V_{\min}}{(pd)_{\min}}=B,\qquad \frac{\alpha}{p}=A\,e^{-1}=\frac Ae .$$
For constant $\gamma$, the optimal $E/p$ depends on the gas but not on the cathode. The cathode enters through $L$, which scales $pd$ and $V$ by the same factor.

The physical reason follows from $V=Ed$ and $d=L/\alpha$:
$$V=\frac{L}{\alpha/E}.$$
With $L$ fixed, the lowest voltage occurs where $\alpha/E$, the number of ionisations per volt of potential fallen through, is greatest. At high $pd$ the value of $E/p$ is low, and electrons lose a larger share of the energy they gain in collisions that do not ionise than they do at the minimum. At low $pd$ the value of $E/p$ is high and $\alpha/p$ levels off towards $A$, so a stronger field no longer makes up for the small number of collisions in the gap.

### (d) The argon gap

First,
$$L=\ln\left(1+\frac1{0.07}\right)=2.727 .$$
Then (4) gives
$$(pd)_{\min}=\frac{2.718\times2.727}{12}=0.618\ \mathrm{Torr\,cm}\quad(0.824\ \mathrm{Pa\,m}),$$
$$V_{\min}=180\times0.618=111\ \mathrm{V}.$$
For $d=5$ cm the best pressure is
$$p=\frac{0.618}{5}=0.124\ \mathrm{Torr}\quad(16.5\ \mathrm{Pa}).$$
The field is $111/5=22$ V/cm. One starting electron delivers $1+1/\gamma=15.3$ electrons to the anode and leaves 14.3 ions, and $0.07\times14.3=1.0$ closes the loop.

As a test that does not use (3) or (4), the avalanche was marched numerically across the gap, the voltage with $g=1$ was found, and $pd$ was varied to make it least. The search gave 0.6177 Torr cm and 111.19 V, in agreement with (4).

To find the cost of a wrong pressure, put $pd=s\,(pd)_{\min}$ in (3). Then $A\,pd/L=es$, whose logarithm is $1+\ln s$, so
$$\frac{V}{V_{\min}}=\frac{s}{1+\ln s},\qquad s>\frac1e .$$
At half the best pressure the ratio is $0.5/(1-0.693)=1.63$, or 181 V. At twice the best pressure it is $2/(1+0.693)=1.18$, or 131 V. With constant $\gamma$, too little gas costs more than too much; the size of the low-pressure penalty is sensitive to that assumption, since a yield that grows with $E/p$ (part (e)) reduces it. Here $E/p$ is about 590 and 106 V/(cm Torr) respectively, so both points lie just inside the rough fit range of 100 to 600 V/(cm Torr).

### (e) What the model leaves out

Each effect is taken alone, with the other parameters held at the values of part (d).

**Cathode surface.** The yield $\gamma$ depends on the metal and on its oxide or contamination. For $\gamma=0.10$, (4) gives 0.54 Torr cm and 98 V; for $\gamma=0.01$ it gives 1.05 Torr cm and 188 V. The logarithm softens the dependence, but this is still the largest uncertainty considered here.

**Delay before the first ionisation.** An electron leaving the cathode must fall through about the ionisation potential, $V_i\approx15.8$ V for argon, before it can ionise. It loses the length $V_i/E$, and (2) becomes
$$\alpha\left(d-\frac{V_i}{E}\right)=L .$$
Dividing by $\alpha$ and multiplying by $E$ gives
$$V=V_i+\frac{LE}{\alpha}.$$
The added term is constant, so the minimum stays at $E/p=B$. The voltage rises by $V_i$ to 127 V. Since $pd=V/B$ there, the product rises by $V_i/B=0.088$ Torr cm to 0.71 Torr cm, which is 14 % above the simple result.

**A yield that grows with $E/p$.** Write $X=E/p$ and suppose, for illustration, that $\gamma=0.07\,(X/B)^{k}$ with $k=0.5$. From $V=LE/\alpha$ and (1),
$$V=\frac{L(X)}{A}\,X\,e^{B/X}.$$
Because $L=\ln(1+\gamma)-\ln\gamma$ and $d\gamma/dX=k\gamma/X$,
$$\frac{dL}{dX}=\frac{k\gamma}{X}\left(\frac1{1+\gamma}-\frac1\gamma\right)=-\frac{k}{X(1+\gamma)} .$$
Setting $d\ln V/dX=0$ and multiplying by $X$ gives
$$-\frac{k}{(1+\gamma)L}+1-\frac BX=0\quad\Rightarrow\quad \frac BX=1-\frac{k}{(1+\gamma)L},$$
with $\gamma$ and $L$ taken at the new minimum. The solution is $X=218$ V/(cm Torr). Since $pd=L\,e^{B/X}/A$ and both $L$ and $B/X$ have fallen, the optimum moves down, to 0.50 Torr cm (19 % lower). The voltage changes little, to 109 V.

**Hot gas.** Collisions depend on the gas density, which at fixed pressure varies as $1/T$. Both $A$ and $B$ therefore scale as $1/T$. By (4), the optimal $pd$ grows as $T$ while $V_{\min}$, which contains $B/A$, is unchanged. If the constants refer to 293 K and the gas is at 400 K, the optimum is $0.618\times400/293=0.84$ Torr cm, still at 111 V.

**Loss to the sides.** Let electrons be absorbed at radius $R=10$ cm, and take the rough ratio $D/\mu=5$ V of diffusion coefficient to mobility. The lowest radial mode, $J_0(2.405\,r/R)$, loses a fraction
$$\frac{D}{\mu E}\left(\frac{2.405}{R}\right)^2\approx0.013\ \mathrm{cm^{-1}}$$
per unit length, against $\alpha=0.545\ \mathrm{cm^{-1}}$. With the gap and radius fixed and the pressure varied, the minimum rises by 1.5 %, to 113 V. The rise is nearly proportional to $D/\mu$, which is only roughly known here: 8 V would give 2.5 %.

**The real process.** Measured argon minima lie, roughly, between 100 V and a few hundred volts, near 1 Torr cm, so the model gives the right size but not a design value. The pressure found here is towards the high end for diode sputtering. Moreover, 111 V is an ignition voltage, not an operating voltage: once the discharge burns, space charge concentrates most of the voltage in a cathode sheath, and the uniform-field assumption fails. At 0.01 Torr the same gap has $pd=0.05$ Torr cm, below the model's limit $L/A=0.23$ Torr cm. That limit holds only for constant $\gamma$. With the growing yield above, $L$ falls towards zero as $X$ rises, so $pd=L\,e^{B/X}/A$ has no lower bound and breakdown merely moves to a high voltage, far outside the range in which (1) was fitted. Magnetron sources can work at such pressures at moderate voltage because a magnetic field lengthens the electron paths, which this model excludes.

The numerical output below lists the values used.

## Computed results

```
A (rough, argon)                    12 1/(cm Torr)
B (rough, argon)                    180 V/(cm Torr)
gamma (rough)                       0.07
gap d                               5.0 cm
L = ln(1+1/gamma)                   2.7269
smallest usable pd, L/A             0.2272 Torr cm
optimal pd, formula                 0.6177 Torr cm
optimal pd, avalanche search        0.6177 Torr cm
optimal pd, converted               0.8235 Pa m
V_min, formula                      111.19 V
V_min, avalanche search             111.19 V
optimal pressure                    0.1235 Torr
optimal pressure, converted         16.47 Pa
field at minimum                    22.24 V/cm
E/p at minimum (search)             180.0 V/(cm Torr)
rough fit range of E/p              100 to 600 V/(cm Torr)
alpha/p at minimum                  4.415 1/(cm Torr)
alpha at minimum                    0.5454 1/cm
electrons at anode per starter      15.29
ions per starter                    14.29
feedback g at 0.9 V_min             0.7332
summed gain at 0.9 V_min            43.01
V at half the optimal pd            181.2 V
V at twice the optimal pd           131.3 V
ratio V/V_min at half pd            1.629
ratio V/V_min at twice pd           1.181
Neglected effects, one at a time:
ionisation potential (rounded)      15.8 V
delay: optimal pd                   0.7055 Torr cm
delay: V_min                        126.99 V
delay: change of pd                 +14.2 %
gamma = 0.01: optimal pd            1.0454 Torr cm
gamma = 0.01: V_min                 188.2 V
gamma = 0.10: optimal pd            0.5432 Torr cm
gamma = 0.10: V_min                 97.8 V
yield power law: exponent           0.5
yield power law: optimal pd         0.5009 Torr cm
yield power law: V_min              109.42 V
yield power law: E/p at minimum     218.5 V/(cm Torr)
yield power law: change of pd       -18.9 %
reference and hot gas temperature   293 K, 400 K
hot gas: optimal pd                 0.8433 Torr cm
hot gas: V_min                      111.19 V
hot gas: change of pd               +36.5 %
side loss: radius R                 10 cm
side loss: D/mu (rough)             5 V
side loss: optimal pd               0.6273 Torr cm
side loss: V_min                    112.91 V
side loss: change of V_min          +1.5 %
```
